\section*{Reflectivity maxima during solid-phase epitaxial regrowth of silicon}

\section*{Problem}

Ion implantation has turned the surface of a silicon crystal into a flat amorphous layer. During an anneal at constant temperature the layer crystallizes from below: the boundary between crystal and amorphous silicon moves towards the surface, and the amorphous thickness $d$ shrinks. A laser beam of vacuum wavelength $\lambda=633$ nm falls on the surface from air at normal incidence, and the reflected power is recorded. It rises and falls as regrowth proceeds.

Take the refractive index of the amorphous layer as $n_a=4.5$. Where the index of the crystal is needed, use the model value $n_c=4.0$. Absorption is neglected until part (d).

\begin{enumerate}
\item[(a)] By comparing the waves reflected at the two boundaries, show that successive reflectivity maxima correspond to about 70 nm of regrowth.
\item[(b)] Light can cross the layer many times before it leaves. Include all these passages. Do they change the spacing of the maxima? At which thicknesses do the maxima lie, and what are the largest and smallest reflectivities?
\item[(c)] The layer is initially 300 nm thick and regrows at a constant 0.50 nm/s. When do the maxima occur? How is the speed obtained from a recorded trace?
\item[(d)] Amorphous silicon absorbs red light. Let its index be $n_a+i\kappa$ with $\kappa=0.3$, a model value. What happens to the positions, the spacing and the heights of the maxima?
\end{enumerate}

\section*{Solution}

\subsection*{Assumptions}

Both boundaries are flat and parallel, and the indices do not change during growth. The regrown silicon has the same index as the crystal beneath it, so the only buried boundary that reflects is the moving one. The crystal is thick enough that no light returns from its back face.

``Regrowth'' here means the amorphous thickness consumed. The new crystal contains the same number of atoms per unit area, so its thickness is the consumed thickness multiplied by the ratio of amorphous to crystalline density. That ratio is close to one, and the difference is ignored.

\subsection*{(a) The spacing from the path difference}

One part of the light is reflected at the surface. Another part enters the layer, is reflected at the buried boundary and comes back out. The second wave has travelled an extra distance $2d$, down and up, inside the layer. The wavelength there is $\lambda/n_a$, so the extra phase is
\begin{equation}
\phi=2\pi\,\frac{2d}{\lambda/n_a}=\frac{4\pi n_a d}{\lambda}.
\label{phase}
\end{equation}
Each reflection may also add a phase of its own, but this depends on the indices and not on $d$. It decides where the first maximum lies and shifts all the others equally.

The two waves return to the same relative phase when $\phi$ has changed by $2\pi$. If the thickness then differs by $\Delta d$, equation (\ref{phase}) gives
\begin{equation}
\frac{4\pi n_a\,\Delta d}{\lambda}=2\pi
\quad\Longrightarrow\quad
\Delta d=\frac{\lambda}{2n_a}.
\label{spacing}
\end{equation}
With the given values,
\begin{equation}
\Delta d=\frac{633\ \text{nm}}{2\times4.5}=70.3\ \text{nm},
\end{equation}
which is the required 70 nm.

Both factors in the denominator have a plain meaning. The index appears because the wave is shorter inside the layer. The 2 appears because the light crosses the layer twice: removing 70.3 nm of material shortens the path by 140.7 nm, which is one wavelength in amorphous silicon. From a maximum to the next minimum the phase changes by $\pi$, which corresponds to 35.2 nm.

\subsection*{(b) All passages through the layer}

\paragraph{Matching the fields.}
Let $z$ point into the sample, with the surface at $z=0$ and the buried boundary at $z=d$. Fields vary in time as $e^{-i\omega t}$, so $e^{ikz}$ travels inwards. Put $k_0=2\pi/\lambda$ and take an incident wave of unit amplitude. The electric field is
\begin{align}
\text{air:}\quad & e^{ik_0z}+r\,e^{-ik_0z},\nonumber\\
\text{layer:}\quad & a\,e^{in_ak_0z}+b\,e^{-in_ak_0z},\\
\text{crystal:}\quad & t\,e^{in_ck_0(z-d)}.\nonumber
\end{align}
The amplitudes $a$ and $b$ contain all the inward and outward passages, however many there are. At normal incidence the electric field is parallel to the boundaries and therefore continuous. The magnetic field is also parallel to them and continuous; since it is proportional to $dE/dz$, the slope of $E$ is continuous too.

At $z=0$, after division of the slope condition by $ik_0$,
\begin{equation}
1+r=a+b,\qquad 1-r=n_a(a-b).
\label{top}
\end{equation}
At $z=d$, with $p=e^{in_ak_0d}$,
\begin{equation}
ap+\frac{b}{p}=t,\qquad n_a\!\left(ap-\frac{b}{p}\right)=n_ct.
\end{equation}
Inserting the first of these into the second removes $t$:
\begin{equation}
n_a\!\left(ap-\frac bp\right)=n_c\!\left(ap+\frac bp\right)
\;\Longrightarrow\;
(n_a-n_c)\,ap=(n_a+n_c)\,\frac bp .
\end{equation}
Since $p^2=e^{2in_ak_0d}=e^{i\phi}$, this reads
\begin{equation}
b=s\,a,\qquad s=r_2e^{i\phi},\qquad r_2=\frac{n_a-n_c}{n_a+n_c}.
\end{equation}
Equations (\ref{top}) become $1+r=a(1+s)$ and $1-r=n_aa(1-s)$. Dividing one by the other removes $a$, and cross-multiplication gives
\begin{equation}
n_a(1-s)(1+r)=(1+s)(1-r).
\end{equation}
Collect the terms with $r$ on the left:
\begin{equation}
r\,[(1+n_a)+s(1-n_a)]=(1-n_a)+s(1+n_a).
\end{equation}
Division by $1+n_a$ then yields
\begin{equation}
r=\frac{r_1+r_2e^{i\phi}}{1+r_1r_2e^{i\phi}},\qquad
r_1=\frac{1-n_a}{1+n_a}.
\label{airy}
\end{equation}
Expanded in powers of $r_2$, this begins with $r_1+(1-r_1^2)\,r_2e^{i\phi}$, the two waves of part (a). The factor $1-r_1^2$ arises because the second wave crosses the surface on its way in and again on its way out. The higher powers of $r_2$ describe light reflected more than once at the buried boundary.

\paragraph{The spacing.}
The thickness enters equation (\ref{airy}) through $e^{i\phi}$ alone, so the reflectivity $R=|r|^2$ repeats whenever $\phi$ changes by $2\pi$. It remains to check that there is just one maximum in each period. For real indices,
\begin{equation}
R=\frac{A+x}{B+x},\qquad
\begin{aligned}
A&=r_1^2+r_2^2,\\ B&=1+r_1^2r_2^2,\\ x&=2r_1r_2\cos\phi .
\end{aligned}
\label{R}
\end{equation}
The derivative with respect to $x$ is
\begin{equation}
\frac{dR}{dx}=\frac{(B+x)-(A+x)}{(B+x)^2}
=\frac{(1-r_1^2)(1-r_2^2)}{(B+x)^2}>0,
\end{equation}
because $B-A=1-r_1^2-r_2^2+r_1^2r_2^2$ factorizes as shown and both coefficients are smaller than one in magnitude. Thus $R$ is largest where $x$ is largest, which happens once per period. The repeated passages alter the shape of the curve but leave the spacing at $\lambda/(2n_a)$.

\paragraph{The positions.}
Here $r_1=-0.6364$ and $r_2=0.0588$. Their product is negative, so $x$ is largest when $\cos\phi=-1$, that is, $\phi=(2m+1)\pi$ with $m=0,1,2,\dots$ Equation (\ref{phase}) gives
\begin{equation}
d_m=(2m+1)\frac{\lambda}{4n_a}=35.2,\ 105.5,\ 175.8,\ 246.2\ \text{nm},\ \dots
\label{positions}
\end{equation}
The opposite signs explain the first position. For a vanishing layer the two reflected waves oppose each other, and a path difference of half a wavelength is needed to bring them into step. The fully regrown crystal, $d=0$, is therefore at a minimum.

If the crystal had the larger index, $r_2$ would be negative and $r_1r_2$ positive. The maxima would then need $\cos\phi=+1$ and lie at $d=m\lambda/(2n_a)$. For $n_c=5.0$ the numerical solution finds them at 70.3, 140.7, 211.0 and 281.3 nm: the positions have moved and the spacing has not. If the two indices were equal, $r_2$ would vanish, and there would be no oscillation to observe.

\paragraph{The extreme values.}
At a minimum, for $n_a>n_c$, we have $e^{i\phi}=1$. Put $r_1+r_2$ and $1+r_1r_2$ over the common denominator $(1+n_a)(n_a+n_c)$. Their numerators are
\begin{align}
(1-n_a)(n_a+n_c)+(n_a-n_c)(1+n_a)&=2n_a(1-n_c),\nonumber\\
(1+n_a)(n_a+n_c)+(1-n_a)(n_a-n_c)&=2n_a(1+n_c).
\end{align}
Their ratio is the amplitude $r$, so
\begin{equation}
R_{\min}=\left(\frac{n_c-1}{n_c+1}\right)^2=\left(\frac{3}{5}\right)^2=0.360,
\end{equation}
the reflectivity of the bare crystal, as it must be at $d=0$. At a maximum $e^{i\phi}=-1$. The numerators of $r_1-r_2$ and $1-r_1r_2$ are
\begin{align}
(1-n_a)(n_a+n_c)-(n_a-n_c)(1+n_a)&=2(n_c-n_a^2),\nonumber\\
(1+n_a)(n_a+n_c)-(1-n_a)(n_a-n_c)&=2(n_c+n_a^2),
\end{align}
and therefore
\begin{equation}
R_{\max}=\left(\frac{n_c-n_a^2}{n_c+n_a^2}\right)^2
=\left(\frac{4.0-20.25}{4.0+20.25}\right)^2=0.449 .
\end{equation}
The reflectivity swings by 0.089. The swing is modest because the buried boundary separates two similar indices and reflects weakly.

\subsection*{(c) Times of the maxima and growth speed}

At constant speed $v$ the thickness is $d(t)=d_0-vt$, so a maximum at thickness $d_m$ occurs at
\begin{equation}
t_m=\frac{d_0-d_m}{v}.
\end{equation}
The thickest of the positions in equation (\ref{positions}) is reached first. With $d_0=300$ nm, the regrown depths $d_0-d_m$ at the four maxima are 53.8, 124.2, 194.5 and 264.8 nm. Division by 0.50 nm/s gives the times 107.7, 248.3, 389.0 and 529.7 s, where unrounded depths have been used.

In an experiment the times are known and the speed is sought. If $\Delta t$ is the time between successive maxima, equation (\ref{spacing}) gives
\begin{equation}
v=\frac{\Delta d}{\Delta t}=\frac{\lambda}{2n_a\,\Delta t}
=\frac{70.33\ \text{nm}}{140.7\ \text{s}}=0.500\ \text{nm/s}.
\end{equation}
Neither the initial thickness nor the index of the crystal is needed. The index of the layer is needed, at the temperature of the anneal: to first order, a value 1\% too high makes the inferred speed 1\% too low. The value 4.5 is the one assumed in this problem; an index of 4.85 would give a spacing of 65.3 nm. If the speed is not constant, the formula gives its mean over each interval.

The number of maxima multiplied by 70 nm is not the total regrowth. The three intervals between the four maxima account for 211.0 nm. A further 53.8 nm regrew before the first maximum, and 35.2 nm remained after the last. Together these make up the 300 nm.

\subsection*{(d) An absorbing layer}

\paragraph{The trace to first order.}
The matching conditions hold for a complex index as well, so equation (\ref{airy}) remains valid with $n_a$ replaced by $n_a+i\kappa$ throughout. The coefficients $r_1$ and $r_2$ become complex, and the phase factor becomes
\begin{equation}
e^{4\pi i(n_a+i\kappa)d/\lambda}=e^{i\phi}e^{-\gamma d},\qquad
\gamma=\frac{4\pi\kappa}{\lambda},
\end{equation}
where $\phi$ is still given by equation (\ref{phase}) with the real part $n_a$. The buried reflection is weak, so we expand in $s=r_2e^{i\phi}e^{-\gamma d}$:
\begin{equation}
r=(r_1+s)(1-r_1s+\dots)=r_1+(1-r_1^2)s+\dots
\end{equation}
To first order in $s$, the squared magnitude is
\begin{equation}
R\simeq|r_1|^2+C\,e^{-\gamma d}\cos(\phi+\delta),
\label{damped}
\end{equation}
with $C=2\,|r_1(1-r_1^2)r_2|$ and $\delta$ the phase of $r_1^*(1-r_1^2)r_2$. The constant $|r_1|^2$ is the reflectivity of a very thick layer, from whose lower boundary no light returns.

\paragraph{The spacing.}
Write $K=4\pi n_a/\lambda$, so that $\phi=Kd$. The derivative of equation (\ref{damped}) with respect to $d$ vanishes when
\begin{equation}
\gamma\cos(\phi+\delta)+K\sin(\phi+\delta)=0
\;\Longrightarrow\;
\tan(\phi+\delta)=-\frac{\gamma}{K}=-\frac{\kappa}{n_a}.
\end{equation}
The solutions are $\pi$ apart in $\phi$ and are alternately maxima and minima. The maxima, where the cosine is positive, satisfy
\begin{equation}
\phi=-\delta-\arctan\frac{\kappa}{n_a}+2\pi m .
\label{absmax}
\end{equation}
Their spacing is again $2\pi$ in phase and $\lambda/(2n_a)$ in thickness. Absorption shifts all the maxima together.

The full numerical solution places the first four at 29.6, 99.9, 170.3 and 240.6 nm, about 5.6 nm below the values without absorption. The first three spacings are 70.34, 70.34 and 70.33 nm. The first-order result is thus good to about 0.01 nm in this model, even for thin layers. The next term of the expansion is smaller than the first by a factor of order $|r_1r_2|e^{-\gamma d}$, so corrections fade as the layer gets thicker.

\paragraph{The shift.}
Equation (\ref{absmax}) accounts for the shift. The phases of the three factors in $\delta$ follow from the indices:
\begin{align}
r_2=\frac{0.5+0.3i}{8.5+0.3i}&:\quad 31.0^\circ-2.0^\circ\simeq28.9^\circ,\nonumber\\
r_1^*,\ \ r_1=\frac{-3.5-0.3i}{5.5+0.3i}&:\quad -(184.9^\circ-3.1^\circ)=-181.8^\circ,\\
1-r_1^2=\frac{4(4.5+0.3i)}{(5.5+0.3i)^2}&:\quad 3.8^\circ-6.2^\circ=-2.4^\circ,\nonumber
\end{align}
where the first result was rounded after the subtraction. Their sum is $\delta=-155.3^\circ$, and $\arctan(0.3/4.5)=3.8^\circ$. The first maximum therefore lies at $\phi=155.3^\circ-3.8^\circ=151.5^\circ$ instead of $180^\circ$, or
\begin{equation}
d=\frac{151.5^\circ}{360^\circ}\times70.33\ \text{nm}=29.6\ \text{nm},
\end{equation}
in agreement with the full solution. Most of the shift comes from the phase of $r_2$. The real parts of the two indices differ by only 0.5, so an imaginary part of 0.3 turns this coefficient strongly.

\paragraph{The heights.}
From one maximum to the next thicker one, the cosine in equation (\ref{damped}) is the same and the exponential falls by
\begin{equation}
e^{-\gamma\,\Delta d}=\exp\!\left(-\frac{4\pi\kappa}{\lambda}\,\frac{\lambda}{2n_a}\right)
=e^{-2\pi\kappa/n_a}=0.658 .
\end{equation}
This factor applies to the height above the thick-layer value $|r_1|^2$, not to $R$ itself. The numerical solution gives the same 0.658 for a thick layer. During regrowth the thickness decreases, so the sequence runs the other way: the oscillations are faint at first and grow as the boundary approaches the surface.

\subsection*{When the 70 nm rule fails}

\paragraph{Changing temperature.}
If the index drifts while the sample is heating, equation (\ref{phase}) gives
\begin{equation}
\mathrm{d}\phi=\frac{4\pi}{\lambda}\left(n_a\,\mathrm{d}d+d\,\mathrm{d}n_a\right).
\end{equation}
The second term moves the trace even when nothing grows. The rule applies once the temperature is steady.

\paragraph{A rough boundary.}
Suppose the beam covers many patches, each much wider than the wavelength, whose thicknesses are spread evenly over a width $w$ about $d$. If their reflected powers add, the cosine of the first-order trace without absorption is replaced by its average,
\begin{equation}
\frac1w\int_{-w/2}^{w/2}\!\cos[K(d+u)+\delta]\,du
=\cos(Kd+\delta)\,\frac{\sin(Kw/2)}{Kw/2}.
\end{equation}
Since $K=2\pi/\Delta d$, the last factor is $\sin(\pi w/\Delta d)/(\pi w/\Delta d)$. A small, fixed spread lowers the contrast and leaves the spacing alone. At $w=\Delta d$, about 70 nm, the oscillation disappears; for wider spreads it returns weakly, with maxima and minima exchanged at first. The exact zero belongs to the even spread without absorption: a Gaussian spread of the same root-mean-square width leaves a swing of 0.017 out of 0.089, and with $\kappa=0.3$ a small remnant survives. A spread that grows during the anneal can also move the maxima of an absorbing layer: for $\kappa=0.3$ and $w$ rising steadily to 60 nm over 300 nm of regrowth, the intervals shrink from 69.9 to 67.2 nm. Fading oscillations during growth, where absorption alone would make them stronger, can therefore be a sign of a roughening boundary.

The numerical check computes the reflectivity by solving the matching conditions directly and compares the results with the formulas derived here.

\section*{Numbers as computed}
\begin{verbatim}
vacuum wavelength: 633 nm
amorphous index: 4.5
crystal index (chosen): 4.0
wavelength inside amorphous layer: 140.7 nm
spacing of maxima, formula: 70.33 nm
spacing of maxima, field solution: 70.33 nm
maximum to next minimum: 35.2 nm
interface coefficients r1, r2: -0.6364, 0.0588
thicknesses at maxima: 35.2, 105.5, 175.8, 246.2 nm
reflectivity of bare crystal (minimum): 0.360
reflectivity at maxima: 0.449
higher crystal index (comparison): 5.0
thicknesses at maxima, higher index: 70.3, 140.7, 211.0, 281.3 nm
initial amorphous thickness: 300 nm
regrown depths at maxima: 53.8, 124.2, 194.5, 264.8 nm
growth speed put in: 0.50 nm/s
times of maxima: 107.7, 248.3, 389.0, 529.7 s
time between maxima: 140.7 s
growth speed recovered: 0.500 nm/s
absorption comparison, kappa: 0.3
first four maxima with absorption: 29.6, 99.9, 170.3, 240.6 nm
first three spacings with absorption: 70.34, 70.34, 70.33 nm
last spacing with absorption: 70.33 nm
thickness at last maximum with absorption: 944 nm
height factor per added period, formula: 0.658
height factor per added period, thick layer: 0.658
\end{verbatim}
